## The density-response Jacobian of two fermions on a grid

A calculation or a diffraction measurement delivers the ground-state density of two electrons in a trap, and one wants the potential that holds them. The Hohenberg–Kohn theorem says that in the continuum the density fixes the potential up to a constant. It does not say whether this survives on a grid, nor how strongly an error in the density is magnified in the potential. The Jacobian of the map from potential to density answers both questions: its null vectors are the potential changes that leave the density unmoved to first order, and its small singular values belong to the changes that barely move it.

### Model

Hartree atomic units are used. Two fermions move on $M$ points $x_i$ with spacing $\Delta x$ between hard walls at $\pm L$. The one-body kinetic matrix is the three-point stencil, $T_{ii}=1/\Delta x^2$, $T_{i,i\pm1}=-1/(2\Delta x^2)$, and the repulsion is $w=1/\sqrt{1+(x-x')^2}$. The real spatial amplitude $\Psi(i,j)$ is symmetric (singlet) or antisymmetric (triplet). A potential acts alike on both particles and does not mix the sectors, so each is treated alone, in the basis $(|ij\rangle\pm|ji\rangle)/\sqrt2$ for $i<j$, with $|ii\rangle$ added for the singlet. The site occupation $\hat n_k$ is diagonal with value $\delta_{ik}+\delta_{jk}$, and $H=\hat T+\hat w+\sum_k v_k\hat n_k$. We define $\rho_i=\langle\hat n_i\rangle$, so that $\sum_i\rho_i=2$ and $n(x_i)=\rho_i/\Delta x$, and $J_{ij}=\partial\rho_i/\partial v_j$ in Ha$^{-1}$.

### The Jacobian and its kernel

Let the ground state $|0\rangle=\Psi$ be non-degenerate in its sector. Differentiating $(H-E_0)\Psi=0$ with respect to $v_j$ gives $(H-E_0)\,\partial_j\Psi=-(\hat n_j-\partial_jE_0)\Psi$. Multiplying by $\Psi^T$ annihilates the left side, so $\partial_jE_0=\rho_j$, and

$$(H-E_0)\,\xi_j=-(\hat n_j-\rho_j)\Psi,\qquad \xi_j=\partial_j\Psi,\qquad \Psi^T\xi_j=0, \tag{1}$$

the last condition coming from $\partial_j(\Psi^T\Psi)=0$. Projecting (1) on an excited state $|k\rangle$ gives $\langle k|\xi_j\rangle=-\langle k|\hat n_j|0\rangle/(E_k-E_0)$. Since $\rho_i=\Psi^T\hat n_i\Psi$ is quadratic in a real $\Psi$,

$$J_{ij}=2\,\Psi^T\hat n_i\,\xi_j=-2\sum_{k>0}\frac{\langle0|\hat n_i|k\rangle\langle k|\hat n_j|0\rangle}{E_k-E_0}. \tag{2}$$

With $\hat U=\sum_iu_i\hat n_i$ for a real vector $u$,

$$-u^TJu=2\sum_{k>0}\frac{|\langle k|\hat U|0\rangle|^2}{E_k-E_0}\ \ge 0. \tag{3}$$

Thus $J$ is symmetric and negative semidefinite, its singular values $\sigma$ are its eigenvalues with the sign reversed, and $Ju=0$ is equivalent to $u^TJu=0$. Every term in (3) is non-negative, so the sum vanishes only if $\hat U\Psi$ has no excited component, $\hat U\Psi=\kappa\Psi$. Because $\hat U$ is diagonal with value $u_i+u_j$,

$$Ju=0\iff u_i+u_j=\kappa\ \text{ for one number }\kappa\text{ and every pair with }\Psi(i,j)\neq0. \tag{4}$$

The constant vector $\mathbf 1$ always satisfies (4). Whether it is alone depends on where $\Psi$ vanishes.

On the connected open chain $\Psi$ vanishes at no basis state, by the Perron–Frobenius argument. All off-diagonal elements of $H$ are $\le0$. For the singlet this is the sign of the hopping. For the triplet it holds because a nearest-neighbour hop cannot carry one particle past the other, so the order $i<j$, and with it the sign of the basis state, is kept. Any basis state is reached from any other by hops. Let $\psi$ be a ground vector. Replacing its components by their moduli leaves the diagonal terms of $\psi^TH\psi$ unchanged and cannot raise the off-diagonal ones, so $|\psi|$ is a ground vector too. If $\psi_p=0$, row $p$ of the eigenvalue equation reads $\sum_{q\ne p}H_{pq}|\psi_q|=0$, a sum of non-positive terms, so every neighbour of $p$ vanishes, and by connectivity all of $\psi$ does. Hence no ground vector has a zero component. Two independent ground vectors could be combined to cancel one component, so the ground state is unique, and it equals $\pm|\psi|$.

Condition (4) then applies to all basis pairs. In the singlet, $i=j$ gives $u_i=\kappa/2$. In the triplet with $M\ge3$, any three sites give $u_i+u_j=u_i+u_k$, so $u_j=u_k$. The kernel is the constant alone. A non-degenerate eigenvector is smooth in $v$, and $J$ maps the vectors orthogonal to $\mathbf 1$ one-to-one onto the density changes of zero sum, so the inverse function theorem gives a smooth local inverse modulo constants. The result is also global on this chain: for non-constant $u=v'-v$, $u^T(\rho'-\rho)=\int_0^1u^TJ(v+su)\,u\,ds<0$, so $\rho'\neq\rho$.

The sign argument is lost for a five-point stencil, whose second-neighbour elements are positive, and for the triplet on a ring, where the hop across the seam reverses the order; non-degeneracy and (4) must then be examined directly. On a uniform ring of 12 sites, for instance, the triplet ground state is degenerate and $J$ is not defined. The conclusion itself fails when a bond is cut. Take six sites 1 bohr apart with the middle hopping removed, in the singlet sector. For $v=0$ the repulsion puts one electron on each side, $\Psi$ lives on left–right pairs only, and (4) is solved by $u=\alpha$ on the left and $u=\beta$ on the right: nullity 2. With $v=-3$ Ha on the left both electrons sit there, $u$ is constant on the left and free on the three empty sites: nullity 4. Evaluating (2) by full diagonalization gives these nullities, with 1.000 and 2.000 electrons on the left.

### Computing $J$ and counting null vectors

Equation (2) needs all eigenstates, and (1) needs only the ground state, found here by shift-invert Lanczos iteration. The matrix $A=H-E_0$ is singular, which is handled as follows.

1. Find the component $p$ of largest $|\Psi_p|$ and delete row and column $p$ of $A$. The remainder is positive definite: $z^TAz=0$ forces $z\propto\Psi$, and $z_p=0$ with $\Psi_p\ne0$ then forces $z=0$.
2. Factor it once by sparse LU and solve for the $M$ right-hand sides $b_j=-(\hat n_j-\rho_j)\Psi$, setting component $p$ of each solution $z_j$ to zero. The deleted equation holds as well: the residual $r=Az_j-b_j$ has only the component $p$, and $\Psi^Tr=0$ because $\Psi^TA=0$ and $\Psi^Tb_j=0$, so $r_p\Psi_p=0$.
3. Set $\xi_j=z_j-\Psi(\Psi^Tz_j)$ and $J_{ij}=2\Psi^T\hat n_i\xi_j$.

One zero singular value is built in. Here $\sum_jb_j=-(2-2)\Psi=0$ gives $J\mathbf 1=0$, and in any difference quotient of normalized densities $\mathbf 1^TJ=0$. The information lies in the absence of a second zero, so the smallest nonzero value $\sigma_{\min}$ must be resolved.

Let $\tilde J=J+\delta J$ be the computed matrix. The min–max form $\sigma_a=\max_{\dim V=a}\min_{z\in V,\|z\|=1}\|Jz\|$, together with $\big|\|\tilde Jz\|-\|Jz\|\big|\le\|\delta J\|_2$, gives Weyl's inequality $|\tilde\sigma_a-\sigma_a|\le\|\delta J\|_2$. The count is reliable when $\|\delta J\|_2\ll\sigma_{\min}$. If $z$ is the last right singular vector of $\tilde J$, at angle $\theta$ to $\mathbf 1$, then $\|\tilde Jz\|\le\|\delta J\|_2$ by Weyl, so $\|Jz\|\le2\|\delta J\|_2$, while $\|Jz\|\ge\sigma_{\min}\sin\theta$. Therefore

$$\sin\theta\le 2\|\delta J\|_2/\sigma_{\min}. \tag{5}$$

For the central difference $[\rho_i(v+he_j)-\rho_i(v-he_j)]/2h$, Taylor expansion leaves the error $h^2\rho'''/6$, and an error $\epsilon$ in each density adds up to $\epsilon/h$. The sum is least at $h=(3\epsilon/|\rho'''|)^{1/3}$, so differences have a floor that route (1) avoids.

**Example.** Take $v=-2/\sqrt{1+x^2}$, $L=5$ bohr, $\Delta x=0.25$ bohr, so $M=39$ and the singlet basis has $39\cdot40/2=780$ states. On this grid $E_0=-2.240$ Ha ($-60.9$ eV), the singlet gap is $\Delta=E_1-E_0=0.580$ Ha (15.8 eV), the occupations run from $\rho_{\min}=1.573\times10^{-5}$ to $\rho_{\max}=0.2293$, and the smallest component of $\Psi$ is $1.1\times10^{-6}>0$. Routes (1) and (2) differ by $2\times10^{-15}$ Ha$^{-1}$ in the 2-norm, and central differences with $h=2\times10^{-4}$ Ha differ from (1) by $1.4\times10^{-10}$ Ha$^{-1}$. The singular values from (2) begin $0.1914,\ 0.1497,\ 0.0631$ and end $1.830\times10^{-6},\ 1.783\times10^{-6},\ 5\times10^{-18}$ Ha$^{-1}$. The last is rounding noise, eleven orders below its neighbour, and the threshold $10^{-12}\sigma_{\max}$ gives nullity 1. For the difference matrix $\|\delta J\|_2/\sigma_{\min}=1.4\times10^{-10}/1.783\times10^{-6}=8\times10^{-5}$, so (5) bounds $\sin\theta$ by $1.6\times10^{-4}$, and $\|\tilde J\mathbf 1\|/\|\mathbf 1\|=1.0\times10^{-10}$ Ha$^{-1}$, which is not built in. The triplet ($E_0=-1.803$ Ha) also has nullity 1, with $\sigma$ from $0.219$ to $3.4\times10^{-5}$ Ha$^{-1}$. The walls are part of the model: moving them to $L=10$ bohr leaves the singlet $E_0$ at $-2.240$ Ha but lowers the gap to $0.534$ Ha and the triplet energy to $-1.818$ Ha.

### Removing the density from the spectrum

The ratio $\sigma_{\max}/\sigma_{\min}=1.07\times10^5$ mixes several causes. Let $D=\mathrm{diag}(\rho)$ and $S=-D^{-1/2}JD^{-1/2}$, with eigenvalues $\mu_a$ and orthonormal eigenvectors $y_a$. The vectors $u_a=D^{-1/2}y_a$ obey $-Ju_a=\mu_aDu_a$ and $u_a^TDu_b=\delta_{ab}$. The null mode $u_0$ is constant, so the others satisfy $\sum_i\rho_iu_i=0$ and $\sum_i\rho_iu_i^2=1$; they are numbered $a=1,\dots,M-1$ by decreasing $\mu_a$. The response function is $\chi(x_i,x_j)=J_{ij}/\Delta x^2$, so dividing the eigenproblem by $\Delta x$ gives the discretized $-\int\chi\,u\,dx'=\mu\,n\,u$. Hence $\mu_a$ at fixed $a$ can have a continuum limit, whereas $\sigma_a$ carries a factor $\Delta x$.

With $y=D^{1/2}u$,

$$\frac{-u^TJu}{u^Tu}=\frac{y^TSy}{y^Ty}\cdot\frac{u^TDu}{u^Tu}.$$

The first factor is non-negative, the second lies between $\rho_{\min}$ and $\rho_{\max}$, and $u\mapsto y$ preserves the dimension of subspaces. The min–max principle then gives Ostrowski's bounds $\rho_{\min}\mu_a\le\sigma_a\le\rho_{\max}\mu_a$. In the example $\mu$ runs from $3.064$ to $0.0621$ Ha$^{-1}$, a ratio of 49.3, and $\sigma_a/\mu_a$ from $0.0625$ to $2.87\times10^{-5}$.

For a non-interacting singlet, $\Psi(i,j)=\phi_i\phi_j$ and $\rho_i=2\phi_i^2$. The one-body operator $\hat n_i$ reaches only the states $(\phi\psi_a+\psi_a\phi)/\sqrt2$, with energy $\varepsilon_a-\varepsilon_0$ and matrix element $2\phi_i\psi_a(i)/\sqrt2=\sqrt2\,\phi_i\psi_a(i)$. Equation (2) gives $J_{ij}=-4\phi_i\phi_j\sum_a\psi_a(i)\psi_a(j)/(\varepsilon_a-\varepsilon_0)$, and dividing by $-\sqrt{\rho_i\rho_j}=-2\phi_i\phi_j$,

$$S=\sum_{a>0}\frac{2}{\varepsilon_a-\varepsilon_0}\,\psi_a\psi_a^T,\qquad\mu_a=\frac{2}{\varepsilon_a-\varepsilon_0}. \tag{6}$$

The natural reference for the interacting singlet is the Kohn–Sham system of the same density. With $\phi=\sqrt{\rho/2}$, the potential $v_{s,i}-\varepsilon_0=-(T\phi)_i/\phi_i$ makes $\phi$ an eigenvector of $h_s=T+v_s$, and being positive it is the lowest one.

### Moment bounds

Define $m_p=\sum_{k>0}|\langle k|\hat U|0\rangle|^2(E_k-E_0)^p$. For a normalized mode, (3) reads $\mu=2m_{-1}$. Writing each weight in $m_0$ as the product of its square root times $(E_k-E_0)^{1/2}$ and its square root times $(E_k-E_0)^{-1/2}$, the Cauchy–Schwarz inequality gives $m_0^2\le m_1m_{-1}$, and $E_k-E_0\ge\Delta$ gives $m_{-1}\le m_0/\Delta$:

$$2m_0^2/m_1\ \le\ \mu\ \le\ 2m_0/\Delta. \tag{7}$$

Both moments are ground-state averages. By completeness $m_0=\langle\hat U^2\rangle-\langle\hat U\rangle^2$, and $\langle\hat U\rangle=\sum\rho_iu_i=0$. With $\hat U=u(x_1)+u(x_2)$, the squared terms give $\sum\rho_iu_i^2=1$, so

$$m_0=1+c,\qquad c=2\langle u(x_1)u(x_2)\rangle,\qquad|c|\le1,$$

the bound following from $2|ab|\le a^2+b^2$. For $m_1=(\hat U\Psi)^TA\,(\hat U\Psi)$, expand $-\tfrac12\sum_{pq}A_{pq}\Psi_p\Psi_q(U_p-U_q)^2$ over configurations $p,q$ of the product grid. The terms in $U_p^2$ and $U_q^2$ contain $A\Psi=0$, and the cross term is $m_1$. Only hops contribute, each moving one particle from $i$ to $j$ with $U_p-U_q=u_i-u_j$. Summing over the spectator and over the two particles gives the density matrix $\gamma_{ij}=2\sum_k\Psi(i,k)\Psi(j,k)$ and the lattice $f$-sum rule

$$m_1=-\tfrac12\sum_{ij}T_{ij}\gamma_{ij}(u_i-u_j)^2=\frac{1}{2\Delta x^2}\sum_i\gamma_{i,i+1}(u_{i+1}-u_i)^2 .$$

For the example ($\mu$ and bounds in Ha$^{-1}$, $m_1$ in Ha, KS standing for (6)):

| $a$ | $\mu_a$ | KS | $m_0$ | $m_1$ | $2m_0^2/m_1$ | $2m_0/\Delta$ |
|---|---|---|---|---|---|---|
| 1 | 3.064 | 3.972 | 0.9042 | 0.5448 | 3.002 | 3.121 |
| 2 | 2.527 | 2.669 | 0.9719 | 0.7513 | 2.515 | 3.354 |
| 3 | 1.656 | 1.843 | 0.9331 | 1.0585 | 1.645 | 3.220 |
| 10 | 0.3401 | 0.3397 | 0.9997 | 5.886 | 0.3396 | 3.450 |
| 38 | 0.0621 | 0.0621 | 1.0000 | 32.20 | 0.0621 | 3.451 |

The lower bound, for instance $2(0.9042)^2/0.5448=3.00$, is 2% below $\mu_1$ and closer in the other rows. The ratio of $\mu_a$ to the Kohn–Sham value is $0.77,\ 0.95,\ 0.90$ for the first three modes, which is not monotonic, and $1.0012$ and $1.0001$ for $a=10$ and 38, slightly above one. The approach to one is a numerical finding for this model. The low rows depend on the box: at $L=10$ bohr $\mu_{1,2,3}=3.49,\ 3.21,\ 2.67$ Ha$^{-1}$ and the ratios are $0.83,\ 0.98,\ 0.93$. That the low modes are reduced because the repulsion screens smooth perturbations is a conjecture here.

A bound on all modes follows from $m_{-1}\ge m_0/(E_{\max}-E_0)$ and $m_0=u^TCu$, where $C_{ij}=\langle\hat n_i\hat n_j\rangle-\rho_i\rho_j$. If $\lambda_{\min}$ is the lowest nonzero eigenvalue of $D^{-1/2}CD^{-1/2}$, then $\mu_{\min}\ge2\lambda_{\min}/(E_{\max}-E_0)=2(0.8239)/65.19=0.0253$ Ha$^{-1}$. It lies a factor 2.46 below the value: $65.19/32.20=2.02$ because mode 38 has mean excitation energy $m_1/m_0=32.2$ Ha, about half the two-particle bandwidth, and $1/0.8239$ because that mode has $m_0=1.000$.

### Three sources of small singular values

**Low density.** Let the well be symmetric and the density smallest at the end sites, $\rho_1=\rho_M=\rho_{\min}$. The unit vector $z=(e_1-e_M)/\sqrt2$ is orthogonal to $\mathbf 1$ and has $z^TDz=\rho_{\min}$, so $m_0\le2\rho_{\min}$ and the gap bound gives $\sigma_{\min}\le-z^TJz\le4\rho_{\min}/\Delta$. With Ostrowski, $\rho_{\min}\mu_{\min}\le\sigma_{\min}\le4\rho_{\min}/\Delta$. The Kohn–Sham system allows a sharper upper bound. By (6), $u=Kz$ with $K=\tfrac12D^{-1/2}(h_s-\varepsilon_0)D^{-1/2}$ solves $-J_su=z$ whenever $D^{-1/2}z\perp\phi$, which is $\sum_iz_i=0$. Then $1/\sigma_{\min}\ge z^TKz=(1/\Delta x^2+v_{s,1}-\varepsilon_0)/2\rho_{\min}$, so $\sigma_{\min}<2\rho_{\min}\Delta x^2$ when the end site is classically forbidden, $v_{s,1}>\varepsilon_0$. For the interacting system at $\Delta x=0.25$ bohr and $L=4,5,6$ bohr, $\rho_{\min}=1.220\times10^{-4},\ 1.573\times10^{-5},\ 1.891\times10^{-6}$ and $\sigma_{\min}=1.386\times10^{-5},\ 1.783\times10^{-6},\ 2.141\times10^{-7}$ Ha$^{-1}$. Both fall by a factor 65, the ratio $\sigma_{\min}/(\rho_{\min}\Delta x^2)$ stays at $1.82,\ 1.81,\ 1.81$, and $\mu_{\min}$ moves from $0.0624$ to $0.0619$ Ha$^{-1}$. The ratio does depend on the spacing: at $L=5$ bohr it is $1.69,\ 1.81,\ 1.85$ for $\Delta x=0.5,\ 0.25,\ 0.125$ bohr. There $\rho_{\min}=1.33\times10^{-4},\ 1.57\times10^{-5},\ 1.94\times10^{-6}$ falls about as $\Delta x^3$, since $n\propto\Delta x^2$ one step from the node at the wall, and $\sigma_{\min}=5.6\times10^{-5},\ 1.8\times10^{-6},\ 5.6\times10^{-8}$ Ha$^{-1}$ falls about as $\Delta x^5$. At $L=5$ bohr the softest singular vector has weight 1.0000 on $|x|>4$ bohr. If $\sigma_{\min}$ goes on falling eightfold per bohr and the differencing error stays fixed, the two meet after four to five more bohr, and Weyl's inequality then no longer guarantees the nullity counted from differences.

**Short wavelength.** The vectors $\sin[\pi ai/(M+1)]$ diagonalize $T$ with eigenvalues $[1-\cos(\pi a/(M+1))]/\Delta x^2$, the highest being $2/\Delta x^2-O(1)$ at fixed $L$. If $v_s-\varepsilon_0$ stays bounded under refinement, it shifts that level by $O(1)$, and (6) gives $\mu_{\min}=\Delta x^2[1+O(\Delta x^2)]$ for the Kohn–Sham system. The interacting values for $\Delta x=0.5,\ 0.25,\ 0.125$ bohr are $\mu_{\min}/\Delta x^2=0.975,\ 0.994,\ 0.998$ and $\mu_{\max}=3.0791,\ 3.0641,\ 3.0605$ Ha$^{-1}$, whose differences shrink by $0.0150/0.0036\approx4$, the rate of a second-order stencil. The ratio $\mu_{\max}/\mu_{\min}=12.6,\ 49.3,\ 196.2$ grows as $\Delta x^{-2}$. The map is invertible on each grid, and the norm of the inverse grows without a limit in sight: recovering $v$ involves two derivatives of the density, as the formula for $v_s$ shows explicitly.

**Correlation.** By (7), $\mu\to0$ when $c\to-1$ at fixed gap. The Hubbard dimer, with hopping $-t$, on-site repulsion $U$ and $v=0$, shows the suppression in closed form, with a gap $U-E_0$ that grows with $U$ and adds to it. The state $|s\rangle=(|12\rangle+|21\rangle)/\sqrt2$ couples to $|11\rangle$ and to $|22\rangle$ by $-2t/\sqrt2$, hence to $|\pm\rangle=(|11\rangle\pm|22\rangle)/\sqrt2$ by $-2t$ and $0$. The block of $|s\rangle,|+\rangle$ has diagonal $0,U$, so $E(E-U)=4t^2$ and $E_0=\tfrac12(U-\sqrt{U^2+16t^2})$. For $\Psi=a|s\rangle+b|+\rangle$ the first row gives $-2tb=E_0a$, so $b^2=E_0^2/(E_0^2+4t^2)$. Here $\rho=(1,1)$, so $\mu=\sigma$, and $u=(1,-1)/\sqrt2$ gives $\hat U|s\rangle=0$, $\hat U|+\rangle=\sqrt2|-\rangle$. Since $|-\rangle$ has energy $U$, $m_0=2b^2$ and

$$\sigma=\frac{4b^2}{U-E_0}.$$

At $U=0$, $E_0=-2t$, $b^2=\tfrac12$ and $\sigma=1/t$, which is (6) with gap $2t$. For $U\gg t$, $E_0\simeq-4t^2/U$, $b^2\simeq4t^2/U^2$ and $\sigma\simeq16t^2/U^3$. With $t=1$ Ha, $U=4$ Ha gives $4(0.14645)/4.8284=0.1213$ Ha$^{-1}$, and $U=100$ Ha gives $4(3.9952\times10^{-4})/100.04=1.597\times10^{-5}$ Ha$^{-1}$, which the limiting form exceeds by 0.2%.

On the grid, take two wells $-1/\sqrt{1+(x\pm R/2)^2}$ with $L=10$ bohr and $\Delta x=0.4$ bohr. At $R=4$ bohr the softest mode has $\mu=0.156$ Ha$^{-1}$, near $\Delta x^2=0.16$, with $1+c=1.000$ and no $D$-weighted overlap with $\mathrm{sign}(x)$: the step-like mode, though already reduced by correlation, is not yet the softest one. At $R=6$ and 8 bohr the overlap is 0.9993 and 0.9999, $1+c=0.0252$ and $0.00333$, and $\mu_{\min}=0.0692$ and $0.00745$ Ha$^{-1}$. Of the factor 9.3 in $\mu$, 7.5 comes from $1+c$ and the rest from the effective excitation energy $2m_0/\mu$, which rises from 0.73 to 0.89 Ha. The largest Kohn–Sham value $2/(\varepsilon_1-\varepsilon_0)$ meanwhile grows, $30.8,\ 169,\ 1000$ Ha$^{-1}$. At $\Delta x=0.2$ bohr the step mode for $R=6$ and 8 bohr has $\mu=0.070$ and $0.00747$ Ha$^{-1}$, $1+c=0.0263$ and $0.00343$, and the Kohn–Sham values are $170$ and $1010$ Ha$^{-1}$; at $R=6$ bohr the step is then no longer the softest mode, because the short-wavelength modes have dropped to $0.040$ Ha$^{-1}$. The interacting system approaches the cut chain with its second null vector, the step, while the Kohn–Sham gap closes.

### Inversion and its errors

Given a target $\rho^*$ and the residual $r=\rho^*-\rho(v)$ with $\sum_ir_i=0$, Newton's method solves $J\,\delta v=r$. From the eigenproblem, $J=-D\sum_a\mu_au_au_a^TD$, and

$$\delta v=-\sum_{a\ge1}u_a\,(u_a^Tr)/\mu_a$$

gives $J\,\delta v=D\sum_{a\ge1}u_au_a^Tr=r-Du_0u_0^Tr=r$, using completeness $D\sum_{a\ge0}u_au_a^T=1$ and $u_0^Tr=0$. A smooth map with invertible Jacobian leaves a remainder of second order in the step, so near the solution $e_{k+1}\lesssim Ge_k^2$ for some constant $G$. With the target density of $v^*=v+0.05\sin x$ (Ha, $x$ in bohr), the start $v$, and $e$ half the range of $v_k-v^*$, the errors are $5.0\times10^{-2},\ 4.6\times10^{-3},\ 2.0\times10^{-5},\ 3.8\times10^{-10},\ 3\times10^{-14}$ Ha, with $e_{k+1}/e_k^2=1.8,\ 0.96,\ 0.93$ Ha$^{-1}$ before rounding sets in.

A zero-sum density error $\eta$ propagates to first order as $\|\delta v\|\le\|\eta\|/\sigma_{\min}$ for $\delta v\perp\mathbf 1$, with equality along the softest vector. Adding 0.1 Ha times that unit vector changes the density by $1.791\times10^{-7}$ in norm, 0.4% above the linear value $0.1\,\sigma_{\min}=1.783\times10^{-7}$. In weighted norms the Newton formula gives instead $\|D^{1/2}\delta v\|\le\|D^{-1/2}\eta\|/\mu_{\min}$, since $u_a^T\eta=y_a^TD^{-1/2}\eta$. An error of fixed absolute size, as in measured data, is amplified by up to $1/\sigma_{\min}=5.6\times10^5$ Ha, and the damage falls in the tails. A relative error $|\eta_i|\le\epsilon\rho_i$ has $\|D^{-1/2}\eta\|\le\sqrt2\,\epsilon$ and meets only $1/\mu_{\min}=16$ Ha, a bound on the density-weighted norm $\|D^{1/2}\delta v\|$, which discounts the tails. In this example the tails are no worse pointwise: the first-order worst case $\sum_j\rho_j\,|\sum_{a\ge1}u_{a,i}u_{a,j}/\mu_a|$ of $|\delta v_i|/\epsilon$ rises only from 15.6 Ha at the centre to 16.7 Ha at the end sites. The Newton floor near $10^{-14}$ Ha lies far below double-precision rounding, roughly $10^{-16}$, times $1/\sigma_{\min}$. A conjectured reason is that the rounding error of $\rho_i$, a sum of squares of small amplitudes in the tails, shrinks together with $\rho_i$.
